# Common-Tangent Criterion for Lateral Coexistence in Ferroelectric Multilayers, part 2

A multilayer of alternating ferroelectric and dielectric spacer layers has fixed total electrode charge, and so a fixed area average \(\bar D\) of the normal displacement. The question is when dividing it into lateral regions lowers its energy.

\(U(D)\) is the free energy per volume of a uniform stack, and \(U'(D)\) is its thickness-averaged field. The \(z\) axis is normal to the layers. The ferroelectric has fraction \(f\), polarization \(P\), displacement \(D\) and energy density
\[
w_f=\frac a2P^2+\frac b4P^4+\frac{(D-P)^2}{2\varepsilon_b},
\]
with \(a<0\), \(b>0\) and background permittivity \(\varepsilon_b\). The spacer has permittivity \(\varepsilon_d\) and displacement \(D+\sigma\), where \(\pm\sigma\) are fixed interface charges.

If boundary energies are neglected, the best wide regions have displacements \(D_1\) and \(D_2\) on the lowest common tangent:
\[
U'(D_1)=U'(D_2)=\frac{U(D_2)-U(D_1)}{D_2-D_1}=E^*,\qquad D_1<\bar D<D_2. \tag{1}
\]
The gain \(\Delta\) is the height of \(U(\bar D)\) above this tangent. For the linear spacer, \(D_{1,2}=\mp D_0\) if \(|a|>K\), with
\[
K=\frac{1-f}{f\varepsilon_d+(1-f)\varepsilon_b},\quad
P_0^2=\frac{|a|-K}{b},\quad D_0=P_0(1-\varepsilon_bK),\quad
E^*=\frac{(1-f)\sigma}{\varepsilon_d}.
\]
At \(\sigma=0\), minimizing the stack energy over \(D\) at fixed \(P\) gives
\[
W(P)=f\left[\frac{a+K}{2}P^2+\frac b4P^4\right]
=\frac{fb}{4}(P^2-P_0^2)^2-\frac{fb}{4}P_0^4. \tag{11}
\]
The gain at \(\bar D=0\) is
\[
\Delta_0=\frac{fb}{4}P_0^4. \tag{12}
\]

The example has ten periods of 8.5 nm ferroelectric and 1.5 nm spacer, so \(f=0.85\). It uses \(a=-0.020\) MV/cm per µC/cm², \(b=3.2\times10^{-5}\) MV/cm per (µC/cm²)³, relative permittivities 10 (background) and 150 (spacer), and \(\sigma=1\) µC/cm². In µC/cm² per MV/cm, \(\varepsilon_b=0.885\) and \(\varepsilon_d=13.28\). The results are \(K=0.01313\) MV/cm per µC/cm², \(P_0=14.649\) and \(D_0=14.479\) µC/cm², and \(\Delta_0=0.3132\) J/cm³. At the chosen \(\bar D=11\) µC/cm², \(\Delta=0.0556\) J/cm³. The spacer fields in the two regions are 1.165 and −1.015 MV/cm.

### What a boundary adds

Consider first the electrostatic part. Hold the polarization fixed and let \(\mathbf D\) be the true displacement. Let \(\mathbf D+\boldsymbol\delta\) be a trial with the same fixed interface charge and the same total electrode charge. Then \(\nabla\cdot\boldsymbol\delta=0\), and the net flux of \(\boldsymbol\delta\) through each electrode is zero. In a linear background with permittivity \(\varepsilon\), which may differ between layers and directions, the trial energy exceeds the true energy by

\[
\int\mathbf E\cdot\boldsymbol\delta\,dv+\int\frac{\boldsymbol\delta^2}{2\varepsilon}\,dv .
\]

With \(\mathbf E=-\nabla\phi\), the first integral becomes \(-\oint\phi\,\boldsymbol\delta\cdot d\mathbf S\). It vanishes because \(\phi\) is constant on each electrode and the flux there is zero, with periodic or remote lateral sides. The second integral is not negative.

Columns in which \(D_z\) varies only laterally have zero divergence within the layers and are admissible trials. Their energy is therefore an upper bound, and fringing fields can only lower it.

Boundaries also cost gradient energy. Add \((g/2)(dP/dy)^2\) to the ferroelectric energy density, where \(y\) is the lateral coordinate. For columns, equation (11) gives the excess energy per boundary area above the tangent:

\[
f\int\left[\frac g2P'^2+\frac b4(P_0^2-P^2)^2\right]dy .
\]

The integrand can be rewritten as

\[
\frac12\left[\sqrt g\,P'-\sqrt{\frac b2}(P_0^2-P^2)\right]^2
+\sqrt{\frac{gb}{2}}(P_0^2-P^2)P' .
\]

The last term integrates from \(-P_0\) to \(P_0\) independently of the profile, with \(\int(P_0^2-P^2)dP=4P_0^3/3\). The square vanishes for \(P=P_0\tanh(y/\ell)\) with \(\ell=\sqrt{2g/b}/P_0\). The least column energy of an isolated boundary is thus

\[
\gamma=\frac43f\sqrt{\frac{gb}{2}}\,P_0^3. \tag{14}
\]

For \(g=0.010\) MV/cm nm² per µC/cm², \(\ell=25/14.65=1.71\) nm and

\[
\gamma=\frac43(0.85)(4.0\times10^{-4})(14.649)^3=1.43\ \text{mJ/m}^2 ,
\]

since 1 J/cm³ times 1 nm is 1 mJ/m². A numerical minimization for columns 100 nm wide also gives 1.43 mJ/m².

At \(\bar D=0\), equal stripes of width \(w\) have one boundary per width. Cut the hyperbolic-tangent profile halfway to the next boundary and continue it by reflection. This periodic trial costs less than \(\gamma\) per boundary, because part of the positive integrand is omitted. Stripes therefore beat the uniform stack if

\[
w\ge\frac{\gamma}{\Delta_0}=\frac{1.425}{0.3132}=4.55\ \text{nm} .
\]

This condition is sufficient within the model, not necessary.

At \(\bar D=11\) µC/cm² the regions are unequal and one lateral period contains two boundaries. For well-separated boundaries the estimate is \(2\gamma/\Delta=2(1.425)/0.0556\approx51\) nm for the break-even period. The minority region would then be about 6 nm wide, only a few times \(\ell\), so this is not a sharp threshold. It is also an upper estimate, because it uses the column value of \(\gamma\). With the fringing fields of the next section the break-even period falls to about 30 nm. If \(P\) can also vary through each layer, a period of 15 nm already lies below the uniform stack, and periods near 45 nm gain about 0.075 J/cm³, more than \(\Delta\).

### Fringing fields in stripes

To estimate the fringing contribution, take an endless superlattice at \(\bar D=0\) and \(\sigma=0\). Let \(P\) vary laterally but stay uniform through each ferroelectric layer. The layer thicknesses are \(d_f\) and \(d_d\), with period \(\Lambda=d_f+d_d\), and the transverse permittivity of the ferroelectric is \(\varepsilon_x\).

For one harmonic \(p\cos(ky)\), the potential is odd about the middle of every layer. It varies as \(\sinh(qz)\) in the ferroelectric, with \(q=k\sqrt{\varepsilon_x/\varepsilon_b}\), and as \(\sinh(kz')\) in the spacer, where \(z\) and \(z'\) are measured from the respective midplanes. If \(A\) is the potential amplitude at the upper face of a ferroelectric layer, continuity of normal displacement gives

\[
p=AS(k),\qquad
S(k)=\varepsilon_bq\coth\frac{qd_f}{2}+\varepsilon_dk\coth\frac{kd_d}{2}.
\]

The energy per area is half the charge times the potential, averaged laterally, which gives \(pA/4\) per interface. A period has two interfaces, so the field energy per volume is

\[
\frac{pA}{2\Lambda}=\frac{p^2}{2\Lambda S(k)} .
\]

For \(k\to0\), \(\coth s\to1/s\) and \(S\to2\varepsilon_b/d_f+2\varepsilon_d/d_d\). With \(\langle P^2\rangle=p^2/2\), the energy becomes \(fK\langle P^2\rangle/2\), in agreement with the column result. Since \(s\coth s\ge1\), \(S(k)\) is never below this limit. Each harmonic therefore costs no more field energy than in the column picture.

The profile amplitude and boundary width were varied to minimize the total stripe energy, with a relative transverse permittivity of 300. Relative to the uniform stack at \(\bar D=0\), the results are:

| Stripe width (nm) | Energy (J/cm³) |
|---:|---:|
| 5 | −0.133 |
| 10 | −0.250 |
| 20 | −0.290 |
| 50 | −0.305 |
| 200 | −0.311 |

The wide-region limit is −0.313 J/cm³. At 100 nm the excess above this limit, multiplied by the width, is 0.43 mJ/m². A freely varied lateral profile lowers this to 0.41 mJ/m². This net boundary energy is about 30% of the column value \(\gamma\). It remains positive, and the lowest energy in the scan from 3 to 500 nm occurs at the largest width. Within these trial profiles there is therefore no preferred finite stripe width in that range.

This finding does not carry over to a stack in which \(P\) can vary through each layer. Near a boundary, the large transverse permittivity confines the depolarizing field to the neighborhood of the interfaces. The polarization can then grow in the middle of the layer and shrink near its faces. For the present parameters, with the same gradient coefficient along \(z\), this relaxation makes the boundary energy negative. Its value for well-separated boundaries is about −0.53 mJ/m². At \(\bar D=0\), stripes with widths from 5 nm up to at least 100 nm then lie below the wide-region limit, and the lowest energy, about −0.38 J/cm³, occurs near 7 nm, so the common tangent does not give the lowest state of this example. It gives the best state only among wide regions, and the sign of the boundary energy must be checked before it is used to predict a domain pattern.

Boundary energies can be neglected only when the regions are wide. If gradient energy were set to zero and very narrow stripes were allowed, \(S(k)\) would grow without limit and the field energy would vanish. Each ferroelectric layer could then approach its free minimum, with stack energy

\[
-\frac{fa^2}{4b}=-2.66\ \text{J/cm}^3 .
\]

This is a lower bound for the energy at \(\bar D=0\) and \(\sigma=0\), because gradient and field energies are not negative. It is not a predicted energy. It lies far below the wide-region value, so the common tangent gives the optimum only among regions that keep one \(D\) through the stack.

### A nonlinear spacer

Titanate dielectrics can stiffen noticeably at the spacer fields found above. To size this effect, let the spacer field be

\[
E_d=\frac{D+\sigma}{\varepsilon_d}+c(D+\sigma)^3,\qquad
c=8.0\times10^{-5}\ \text{MV/cm per }(\mu\text{C/cm}^2)^3 ,
\]

where \(c\) is a rough value. Integration over displacement adds \((1-f)c(D+\sigma)^4/4\) to \(U\). This term contains a cubic in \(D\), so the tangency points are no longer symmetric.

With the other parameters held fixed, equation (1) gives \(D_1=-12.4\) and \(D_2=11.8\) µC/cm², with \(E^*=0.0131\) MV/cm. The narrowing follows from the added fourth-order stiffness. For small \(\varepsilon_b\) and \(\sigma\), \(D\approx P\), and the coefficient \(fb\) is replaced by \(fb+(1-f)c\). The tangency displacement is then multiplied by

\[
\sqrt{\frac{fb}{fb+(1-f)c}}
=\sqrt{\frac{2.72\times10^{-5}}{2.72\times10^{-5}+1.20\times10^{-5}}}=0.83 .
\]

This predicts about 12.1 µC/cm², close to half the calculated separation.

The chosen \(\bar D=11\) µC/cm² is now near the upper end of the interval. Its gain is 0.0037 J/cm³, a reduction of 93% relative to the linear-spacer value. The existence of coexistence survives, but the linear estimate of the gain at this \(\bar D\) does not. The column boundary energy also changes, from 1.43 to about 1.0 mJ/m², and the column estimate \(2\gamma/\Delta\) of the break-even period rises from about 51 nm to about 550 nm. Like the linear value, this ignores fringing fields and the variation of \(P\) through the layers. An implementation should therefore use the measured or calculated nonlinear spacer energy, above all when \(\bar D\) is near a tangency point.

### Comparison with real stacks

The example lies in the rough regime of titanate perovskite superlattices: a ferroelectric polarization of tens of µC/cm², a spacer relative permittivity in the hundreds, and layers of a few nanometers. It does not represent a particular compound. The 1.17 MV/cm spacer field is high; oxide films can break down at fields of the order of a few MV/cm, depending strongly on thickness and defects. The assumption of a linear spacer matters strongly at the chosen \(\bar D\): replacing it by the rough nonlinear form reduces \(\Delta\) from 0.056 to 0.0037 J/cm³. Real stacks may also have mobile interface charge, nonuniform strain and composition gradients, whose effects on \(\Delta\) have not been calculated.

Suppose that only \(a\) changes with temperature. For a rough slope of \(7\times10^{-5}\) MV/cm per µC/cm² per K, and with all other parameters fixed, the warming that brings \(|a|\) down to \(K\), and so ends the gain from wide regions but not necessarily from narrow stripes, is

\[
\frac{0.020-0.01313}{7\times10^{-5}}\approx100\ \text{K}.
\]

If the spacer permittivity also falls on warming, \(K\) rises and less warming is needed.

At \(\bar D=0\), the gain in one cube of side 10 nm is about 2.0 eV, compared with a thermal energy of 0.026 eV at 300 K. This supports comparing mean-field energies at that scale for \(\bar D=0\), but it is not a switching barrier. At \(\bar D=11\) µC/cm² with the nonlinear spacer, the gain in the same cube is only 0.023 eV, so thermal fluctuations cannot be ignored at that scale.

The fixed-charge condition has a time limit. A rough resistivity of \(10^{12}\) ohm cm gives a spacer relaxation time \(\rho\varepsilon_d\approx13\) s. On longer times, charge can collect at the interfaces and alter \(U(D)\), so the energy comparison must be made before appreciable leakage or with the changed interface charge.

For direct tunnelling through a rectangular barrier of height \(\Phi=1\) eV and thickness \(d\), the factor is \(\exp(-2d\sqrt{2m\Phi}/\hbar)\), with \(m\) the free electron mass. It is \(2\times10^{-7}\) for a spacer and about \(10^{-38}\) for a ferroelectric layer. Direct tunnelling through the whole stack is therefore negligible for this barrier, but transport through defects is not covered by the estimate.

## Table of computed values

```
a = -0.020 MV/cm per uC/cm2; b = 3.20e-05 MV/cm per (uC/cm2)^3
Free ferroelectric polarization = 25.0 uC/cm2
Relative permittivities: background 10, spacer 150
Layers = 8.5 + 1.5 nm; periods = 10; f = 0.85
Stack thickness = 100 nm; sigma = 1.0 uC/cm2
K = 0.01313 MV/cm per uC/cm2
Critical ferroelectric fraction = 0.7871
P0 = 14.649 uC/cm2; tangency D0 = 14.479 uC/cm2
Hull end points = -14.48, 14.48 uC/cm2
Spinodal D = 8.325 uC/cm2; numerical = 8.33 uC/cm2
Coexistence field = 0.01129 MV/cm; hull = 0.01129 MV/cm
Coexistence voltage = 0.1129 V
Gain at zero mean D = 0.3132 J/cm3
Chosen mean D = 11.0 uC/cm2
Area fractions: up 0.8799, down 0.1201
Uniform energy = -0.12770 J/cm3
Two-region energy = -0.18329 J/cm3
Linear-program energy = -0.18329 J/cm3
Energy gain = 0.05559 J/cm3
Uniform mean field there = -0.01637 MV/cm
Up region fields: ferro -0.1924, spacer 1.1655 MV/cm
Down region fields: ferro 0.1924, spacer -1.0149 MV/cm
Spacer potential drop, up = 0.1748 V
Spacer cubic coefficient = 8.0e-05 MV/cm per (uC/cm2)^3
Nonlinear spacer: D1, D2 = -12.405, 11.812 uC/cm2
Nonlinear spacer: coexistence field = 0.01306 MV/cm
Nonlinear spacer: gain at chosen D = 0.00366 J/cm3
Gradient coefficient = 0.010 MV/cm nm2 per uC/cm2
Ferroelectric transverse relative permittivity = 300
Wall length = 1.707 nm; gamma = 1.4252 mJ/m2
Column wall energy, numerical = 1.4252 mJ/m2
Column break-even width = 4.55 nm
Stripe minus uniform energy, width 5 nm = -0.13321 J/cm3
Stripe minus uniform energy, width 10 nm = -0.25039 J/cm3
Stripe minus uniform energy, width 20 nm = -0.28956 J/cm3
Stripe minus uniform energy, width 50 nm = -0.30471 J/cm3
Stripe minus uniform energy, width 200 nm = -0.31104 J/cm3
Net boundary energy at 100 nm = 0.4257 mJ/m2
Scanned stripe widths = 3 to 500 nm
Lowest scanned energy = -0.31232 J/cm3 at 500.0 nm
Decoupled-layer lower bound = -2.6563 J/cm3
Rough slope of a = 7.0e-05 MV/cm per uC/cm2 per K
Warming that removes coexistence = 98 K
Gain in one cubic period = 1.955 eV
Thermal energy at 300 K = 0.0259 eV
Rough tunnel barrier = 1.0 eV, free electron mass
Tunnel factor, spacer = 2.1e-07
Tunnel factor, ferroelectric layer = 1.5e-38
Rough resistivity = 1e+12 ohm cm
Spacer charge relaxation time = 13.3 s
```
